# Tutorial sheet: Stevens factors of Ce³⁺ and Yb³⁺

## Problem

An axially symmetric crystal field acts on the 4f electrons through the harmonic polynomials

$$f_2=3z^2-r^2,\qquad f_4=35z^4-30z^2r^2+3r^4,$$
$$f_6=231z^6-315z^4r^2+105z^2r^4-5r^6 .$$

Comparison with the Legendre polynomials gives $f_k=N_k r^kC^k_0$, with $C^k_0=P_k(\cos\theta)$ and $N_k=2,8,16$. The Stevens operator $O_k^0$ is $f_k$ with $x,y,z$ replaced by $J_x,J_y,J_z$ and every product averaged over all orderings of its factors. Inside one multiplet $J$ the Stevens factors $\theta_2,\theta_4,\theta_6=\alpha,\beta,\gamma$ are defined by

$$\sum_i f_k(\mathbf r_i)=\theta_k\langle r^k\rangle\,O_k^0 .\tag{1}$$

Assume a pure $4f^n$ configuration with one radial function and no mixing of different $J$, and set $\hbar=1$.

(a) Express $\theta_k$ for one electron in $|l\,s\,j\rangle$ through 3j and 6j symbols. (b) Evaluate it for Ce³⁺, $4f^1$ ${}^2F_{5/2}$, and say what (1) determines for $k=6$. (c) Do the same for Yb³⁺, $4f^{13}$ ${}^2F_{7/2}$.

Conventions: Condon–Shortley phases, and

$$\langle j_1m_1j_2m_2|JM\rangle=(-1)^{j_1-j_2+M}\sqrt{2J+1}\begin{pmatrix}j_1&j_2&J\\m_1&m_2&-M\end{pmatrix},$$
$$\langle JM|T^k_q|JM'\rangle=(-1)^{J-M}\begin{pmatrix}J&k&J\\-M&q&M'\end{pmatrix}\langle J\|T^k\|J\rangle .\tag{2}$$

A 3j symbol is unchanged by a cyclic permutation of its columns and takes the factor $(-1)^{j_1+j_2+j_3}$ under an exchange of two columns or a reversal of all $m$.

## Hints

1. Write $r^kP_k$ as an average of $(\mathbf a\cdot\mathbf r)^k$ over complex vectors with $\mathbf a\cdot\mathbf a=0$.
2. One matrix element fixes a reduced element. Take $M=M'=J$, and build $J$ from $2J$ spins ½.
3. The state $|j\,j\rangle$ with $j=l+\tfrac12$ is a single product. A symmetry of the 6j symbol reaches $j=l-\tfrac12$.
4. For thirteen electrons, start from the closed shell.

## Solution

### Both sides of (1) have rank $k$

Let $\mathbf a=(i\cos\varphi,\,i\sin\varphi,\,1)$, so that $\mathbf a\cdot\mathbf a=0$. Then $\nabla^2(\mathbf a\cdot\mathbf r)^k=k(k-1)\,\mathbf a\cdot\mathbf a\,(\mathbf a\cdot\mathbf r)^{k-2}=0$. The average over $\varphi$ is harmonic, homogeneous of degree $k$ and symmetric about $z$, hence a multiple of $r^kP_k$; on the $z$ axis both equal $z^k$, so the multiple is 1.

Expanding $(\mathbf a\cdot\mathbf J)^k$ produces every ordering of every monomial once, so it is the symmetrised image of $(\mathbf a\cdot\mathbf r)^k$, and

$$O_k^0=N_k\big\langle(\mathbf a\cdot\mathbf J)^k\big\rangle_\varphi .\tag{3}$$

A rotation sends $\mathbf a\cdot\mathbf J$ and $\mathbf a\cdot\mathbf r$ to the same expressions with $\mathbf a$ rotated, and the rotated $\mathbf a$ still has $\mathbf a\cdot\mathbf a=0$. The powers $(\mathbf a\cdot\mathbf r)^k$ of the rotated vectors span a rotation-invariant subspace of the harmonic polynomials of degree $k$; these polynomials form one irreducible set $r^kC^k_q$, so the subspace is all of them. On harmonic polynomials symmetrisation therefore commutes with rotations, and the images of $N_kr^kC^k_q$ form a tensor operator $O_k$ of rank $k$. By (2) both sides of (1) carry the same 3j symbol, and

$$\theta_k=N_k\,\langle J\|\textstyle\sum_iC^k(i)\|J\rangle\big/\langle J\|O_k\|J\rangle ,$$

for every component $q$, provided the denominator is not zero.

### The reduced element of $O_k$

The matrices of $\mathbf J$ in a multiplet do not depend on how it is built. Take $\mathbf J=\sum_{n=1}^{2J}\mathbf s_n$ with spins ½, so that $|JJ\rangle$ has all spins up. For one spin $(\mathbf a\cdot\mathbf s)^2=\mathbf a\cdot\mathbf a/4=0$, and different spins commute, so only the $k!\binom{2J}{k}$ terms with $k$ distinct spins survive in $(\mathbf a\cdot\mathbf J)^k$. Each spin contributes $\langle\uparrow|\mathbf a\cdot\mathbf s|\uparrow\rangle=a_z/2=\tfrac12$:

$$\langle JJ|O_k^0|JJ\rangle=\frac{N_k}{2^k}\frac{(2J)!}{(2J-k)!}.\tag{4}$$

For $k>2J$ no term survives, and $O_k$ is the zero operator.

The matching 3j symbol comes from coupling $J$ and $k\le 2J$ to total $J$: $|JJ\rangle=\sum_{q=0}^kc_q|J,J-q\rangle|kq\rangle$. The total raising operator annihilates this state. With $J_+|jm\rangle=\sqrt{(j-m)(j+m+1)}\,|j,m+1\rangle$, the coefficient of $|J,J-q+1\rangle|kq\rangle$ gives

$$c_q\sqrt{q(2J-q+1)}+c_{q-1}\sqrt{(k-q+1)(k+q)}=0 .$$

Squaring and iterating,

$$\frac{c_q^2}{c_0^2}=\frac{(k+q)!\,(2J-q)!}{(k-q)!\,q!\,(2J)!}=\frac{k!\,(2J-k)!}{(2J)!}\binom{k+q}{k}\binom{2J-q}{2J-k}.$$

The two binomials are the coefficients of $t^q$ in $(1-t)^{-k-1}$ and of $t^{k-q}$ in $(1-t)^{-(2J-k+1)}$. Their sum over $q$ is the coefficient of $t^k$ in $(1-t)^{-2J-2}$, namely $\binom{2J+k+1}{k}$. Normalisation then gives $c_0^2=(2J)!\,(2J+1)!/[(2J-k)!\,(2J+k+1)!]$, and $c_0>0$ is the Condon–Shortley choice. Conversion to a 3j symbol costs $(-1)^{2J-k}/\sqrt{2J+1}$ and reversal of the $m$ costs $(-1)^{2J+k}$; the signs multiply to $+1$:

$$\begin{pmatrix}J&k&J\\-J&0&J\end{pmatrix}=\frac{(2J)!}{\sqrt{(2J-k)!\,(2J+k+1)!}}.\tag{5}$$

Dividing (4) by (5) gives $\langle J\|O_k\|J\rangle=N_k2^{-k}\sqrt{(2J+k+1)!/(2J-k)!}$. The factor $N_k$ cancels:

$$\theta_k=2^k\sqrt{\frac{(2J-k)!}{(2J+k+1)!}}\;\langle J\|\textstyle\sum_iC^k(i)\|J\rangle,\qquad k\le2J.\tag{6}$$

### The orbital element

The function $\sum_{qm}\langle kq\,lm|LM\rangle C^k_qC^l_m$ has rank $L$, so it equals $\lambda_LC^L_M$. At $\theta=0$, $C^k_q=\delta_{q0}$, so $\lambda_L=\langle k0\,l0|L0\rangle$. Inverting the orthogonal coupling gives $P_kP_l=\sum_L\langle k0\,l0|L0\rangle^2P_L$. Hence $\langle l0|P_k|l0\rangle=\langle k0\,l0|l0\rangle^2$, which is $(2l+1)$ times the square of the 3j symbol with zero projections. Equation (2) writes the same element as $(-1)^l$ times that symbol times the reduced element; for even $k$ the column order is immaterial, so

$$\langle l\|C^k\|l\rangle=(-1)^l(2l+1)\begin{pmatrix}l&k&l\\0&0&0\end{pmatrix}.\tag{7}$$

Odd $k$ vanish by parity and $k>6$ by the triangle rule. The values, signs included, follow from the state $m=l=3$, whose normalised density in $u=\cos\theta$ is $\tfrac{35}{32}(1-u^2)^3$. Integrating $u^{2n}(1-3u^2+3u^4-u^6)$ term by term over a common denominator gives $\langle u^{2n}\rangle=105/[(2n+1)(2n+3)(2n+5)(2n+7)]$, that is $\tfrac19,\tfrac1{33},\tfrac5{429}$ for $n=1,2,3$. Then

$$\langle P_2\rangle=\tfrac12\left(\tfrac13-1\right)=-\tfrac13,\qquad\langle P_4\rangle=\tfrac18\,\tfrac{35-110+99}{33}=\tfrac1{11},$$
$$\langle P_6\rangle=\tfrac1{16}\,\tfrac{1155-4095+5005-2145}{429}=-\tfrac5{429}.$$

Equation (5) with $J=3$ is $6!/\sqrt{(6-k)!\,(7+k)!}=\sqrt{105}/42,\ \sqrt{154}/154,\ \sqrt{3003}/6006$. Dividing,

$$\langle3\|C^k\|3\rangle=-\tfrac{2\sqrt{105}}{15},\quad\tfrac{\sqrt{154}}{11},\quad-\tfrac{10\sqrt{3003}}{429},$$

and by (7), on division by $-7$, the 3j symbols are $2\sqrt{105}/105$, $-\sqrt{154}/77$ and $10\sqrt{3003}/3003$.

### Recoupling to $j$

The squares of a 3j symbol sum to 1 over all projections, so multiplying (2) by its own coefficient and summing isolates $\langle j\|C^k\|j\rangle$. Expand $|jm\rangle$ and $|jm'\rangle$ in $|l\mu\rangle|s\sigma\rangle$ and $|l\mu'\rangle|s\sigma\rangle$, with the same $\sigma$ because $C^k$ does not act on spin, and apply (2) to the orbital element:

$$\frac{\langle j\|C^k\|j\rangle}{\langle l\|C^k\|l\rangle}=(2j+1)\sum(-1)^\Phi\begin{pmatrix}j&k&j\\-m&q&m'\end{pmatrix}\begin{pmatrix}l&k&l\\-\mu&q&\mu'\end{pmatrix}\begin{pmatrix}l&s&j\\\mu&\sigma&-m\end{pmatrix}\begin{pmatrix}l&s&j\\\mu'&\sigma&-m'\end{pmatrix},$$

where $\Phi=(j-m)+(l-\mu)+(l-s+m)+(l-s+m')=j+3l-2s-\mu+m'$. The 6j symbol is defined by

$$\begin{Bmatrix}j_1&j_2&j_3\\j_4&j_5&j_6\end{Bmatrix}=\sum(-1)^{\sum_n(j_n-m_n)}\begin{pmatrix}j_1&j_2&j_3\\-m_1&-m_2&-m_3\end{pmatrix}\begin{pmatrix}j_1&j_5&j_6\\m_1&-m_5&m_6\end{pmatrix}\begin{pmatrix}j_4&j_2&j_6\\m_4&m_2&-m_6\end{pmatrix}\begin{pmatrix}j_4&j_5&j_3\\-m_4&m_5&m_3\end{pmatrix}.$$

Set $(j_1,\dots,j_6)=(l,j,s,j,l,k)$ and $(m_1,\dots,m_6)=(-\mu,m,-\sigma,-m',-\mu',q)$. The four physical symbols, in the order written, reach the third, second, first and fourth places of the definition at the cost of $(-1)^{2j+k}$ (cycle and reversal), $(-1)^{2l+k}$ (exchange), $(-1)^{l+s+j}$ (exchange) and $(-1)^{l+s+j}$ (cycle and reversal), together $(-1)^{2l+2j}$. With $m=\mu+\sigma$ and $q=\mu-\mu'$ one finds $\sum_nm_n=\mu-m'-2\mu'$, so the exponent in the definition is $D=2l+2j+s+k-\mu+m'+2\mu'$. The exponent left over is

$$\Phi+2l+2j-D=j+3l-3s-k-2\mu'=(l+s+j+k)+2(l-\mu')-4s-2k,$$

and the last three terms are even. Thus

$$\langle j\|C^k\|j\rangle=(-1)^{l+s+j+k}(2j+1)\begin{Bmatrix}l&j&s\\j&l&k\end{Bmatrix}\langle l\|C^k\|l\rangle .\tag{8}$$

Equations (6), (7) and (8) answer (a). Nothing in (8) needed $l$ to be an integer or the tensor to be $C^k$.

### The 6j symbol for $s=\tfrac12$

For $j=l+\tfrac12$, $|jj\rangle=|ll\rangle|\uparrow\rangle$, so the diagonal elements in $|jj\rangle$ and $|ll\rangle$ are equal, and the ratio of reduced elements is (5) at $J=l$ divided by (5) at $J=j$, namely $\sqrt{(2j-k)(2j+k+1)}/(2j)$. In (8) $l+s+j=2j$, which fixes the symbol for $k\le2l$.

For $j=l-\tfrac12$, exchange the first two columns in the definition and rename $m_4,m_5,m_6\to-m_4,-m_5,-m_6$. The four 3j symbols return, each with two columns exchanged, at the cost $(-1)^{2\sum_nj_n}$, since each $j_n$ occurs in two symbols; the phase factor changes by $(-1)^{2(m_4+m_5+m_6)}=(-1)^{2(j_4+j_5+j_6)}$. The product is $(-1)^{2(j_1+j_2+j_3)}=+1$. The symbol in (8) is therefore symmetric in $l\leftrightarrow j$, and with $b=\max(l,j)$

$$\begin{Bmatrix}l&j&\frac12\\j&l&k\end{Bmatrix}=(-1)^{k+2b}\frac{\sqrt{(2b+k+1)(2b-k)}}{2b(2b+1)}.\tag{9}$$

At $k=2b$ the definition vanishes, because $k$ cannot couple with two angular momenta $b-\tfrac12$, and (9) gives zero as well.

### (b) Ce³⁺

Here $j=\tfrac52$ and $b=3$. Equation (9) is $\sqrt{(7+k)(6-k)}/42=\tfrac17,\ \tfrac{\sqrt{22}}{42},\ 0$. The phase in (8) is $(-1)^{6+k}=+1$ and $2j+1=6$:

$$\langle j\|C^2\|j\rangle=\tfrac67\left(-\tfrac{2\sqrt{105}}{15}\right)=-\tfrac{4\sqrt{105}}{35},\qquad\langle j\|C^4\|j\rangle=\tfrac{\sqrt{22}}7\,\tfrac{\sqrt{154}}{11}=\tfrac{2\sqrt7}7 .$$

The prefactors in (6) are $4\sqrt{3!/8!}=\sqrt{105}/210$ and $16\sqrt{1!/10!}=\sqrt7/315$, so

$$\alpha=-\frac{4\cdot105}{210\cdot35}=-\frac2{35},\qquad\beta=\frac{2\cdot7}{315\cdot7}=\frac2{315}.$$

For $k=6$ the 6j symbol is zero, so $f_6$ has no matrix element inside the multiplet. But $6>2J$ makes $O_6^0$ zero too, and (6) does not apply: (1) reads $0=\gamma\cdot0$. The value $\gamma=0$ is a convention recording that a rank-6 field does not act within ${}^2F_{5/2}$. It still connects $J=\tfrac52$ to $J=\tfrac72$, where the triangle rule allows $k=6$.

### (c) Yb³⁺

First take one electron with $j=b=\tfrac72$. Equation (9) is $-\sqrt{(8+k)(7-k)}/56=-\tfrac{5\sqrt2}{56},\ -\tfrac3{28},\ -\tfrac{\sqrt{14}}{56}$. The phase is $(-1)^{7+k}=-1$ and $2j+1=8$, so the orbital elements are multiplied by $\tfrac{5\sqrt2}7,\ \tfrac67,\ \tfrac{\sqrt{14}}7$:

$$\langle j\|C^k\|j\rangle=-\tfrac{2\sqrt{210}}{21},\quad\tfrac{6\sqrt{154}}{77},\quad-\tfrac{10\sqrt{858}}{429}.$$

The prefactors are $4\sqrt{5!/10!}=\sqrt{210}/630$, $16\sqrt{3!/12!}=\sqrt{154}/6930$ and $64\sqrt{1!/14!}=\sqrt{858}/135135$, giving

$$\theta_k=-\frac{2\cdot210}{21\cdot630}=-\frac2{63},\quad\frac{6\cdot154}{77\cdot6930}=\frac2{1155},\quad-\frac{10\cdot858}{429\cdot135135}=-\frac4{27027}.$$

The 14 states of $4f^{13}$ are the closed shell with one orbital $|jm\rangle$ removed. The closed shell is a scalar, so removing a member of the set $j$ yields a multiplet $J=j$, and removing $m=-M$ leaves $J_z=M$. All 14 states belong to the one term ${}^2F$, so the Coulomb repulsion is a constant. The diagonal element of a one-electron operator is its trace over the shell minus its value in the missing orbital. The trace of $C^k_0$ vanishes for $k>0$, because $\sum_\mu|Y_{l\mu}|^2$ is constant and $P_k$ averages to zero. In (2), $m\to-m$ changes the phase by $(-1)^{2m}$ and the 3j symbol by $(-1)^{2j+k}$, in all $(-1)^k=+1$. The hole state $M$ thus has minus the element of the electron state $M$, while $O_k^0$ is the same:

$$\alpha=\frac2{63},\qquad\beta=-\frac2{1155},\qquad\gamma=\frac4{27027}.$$

The spin–orbit operator $\zeta\,\mathbf l\cdot\mathbf s=\tfrac\zeta2[j(j+1)-12-\tfrac34]$ is traceless too. Its levels $-2\zeta$ ($j=\tfrac52$) and $+\tfrac32\zeta$ ($j=\tfrac72$) become $+2\zeta$ and $-\tfrac32\zeta$ for the hole, so for $\zeta>0$ the multiplets treated are the lowest.

By (1) and (4), $\alpha$ has the sign of $\langle\sum_i(3z_i^2-r_i^2)\rangle$ in $|JJ\rangle$: the electron density is oblate about the moment in Ce³⁺ and prolate in Yb³⁺, where an equatorial orbital is missing. The factors are pure angular numbers. Mixing of $J$ spoils (1) gradually, with a relative error of order the field over the multiplet gap $7\zeta/2$ (Variation 2). Weak spin-independent mixing with ligand orbitals in axial symmetry acts differently. Folded into the 4f shell, it is a one-electron operator with one value for each $|\mu|=0,\dots,3$, and such an operator expands again in $k=0,2,4,6$. The $\theta_k$ then keep their use, but the product of field strength and $\langle r^k\rangle$ becomes an effective parameter, no longer fixed by the bare field and the 4f radial function.

The program extracts each $\theta_k$, for $q=0$ and $q\ne0$, as a matrix identity from sphere quadrature and Slater determinants of $d^1$, $d^9$, $f^1$ and $f^{13}$, and tests it against (6)–(9).

## Variation 1: levels in an axial field

*Find the levels of both ions in the model field $V=\sum_kA_k\sum_if_k(\mathbf r_i)$, with the electron charge absorbed in $A_k$ and $A_2\langle r^2\rangle=100$, $A_4\langle r^4\rangle=50$, $A_6\langle r^6\rangle=20$ cm⁻¹, to first order in $V$.*

By (1), $E(M)=\sum_kB_kO_k^0(M)$ with $B_k=\theta_kA_k\langle r^k\rangle$. Symmetrising $f_2$ gives $O_2^0=3M^2-J(J+1)$. For higher $k$, $O_k^0(M)$ is even in $M$; it is a polynomial of degree at most $k$, because the average (3) pairs each $J_+$ with a $J_-$ and each pair gives a quadratic in $M$; and $\sum_MO_k^0O_{k'}^0=0$ for $k\ne k'$, because a product of different ranks has no scalar part and so no trace. With (4) these conditions fix the values.

For $J=\tfrac52$, in the order $|M|=\tfrac52,\tfrac32,\tfrac12$, $O_2^0=(10,-2,-8)$ and $O_4^0=(60,v,w)$ with $60+v+w=0$ and $600-2v-8w=0$, so $O_4^0=(60,-180,120)$. For $J=\tfrac72$, $O_2^0=(21,3,-9,-15)$. The polynomial $35M^4-(30X-25)M^2+3X^2-6X$ at $X=J(J+1)=\tfrac{63}4$ takes the values $60\,(7,-13,-3,9)$; these start at the value $420$ of (4), sum to zero and satisfy $147-39+27-135=0$, which settles all three coefficients, so they are $O_4^0$. The vector $1260\,(1,-5,9,-5)$ starts at the value of (4), sums to zero and satisfies $21-15-81+75=0$ and $7+65-27-45=0$, so it is $O_6^0$.

Ce³⁺ has $B_2=-5.71429$ and $B_4=0.31746$ cm⁻¹:

- $E(\pm\tfrac52)=10B_2+60B_4=-38.10$ cm⁻¹
- $E(\pm\tfrac32)=-2B_2-180B_4=-45.71$ cm⁻¹
- $E(\pm\tfrac12)=-8B_2+120B_4=83.81$ cm⁻¹

The spread is $83.81+45.71=129.52$ cm⁻¹, or 16.06 meV, and $A_6$ does not enter.

Yb³⁺ has $B_2=3.1746$, $B_4=-0.0865801$, $B_6=0.00296$ cm⁻¹:

- $E(\pm\tfrac72)=21B_2+420B_4+1260B_6=34.03$ cm⁻¹
- $E(\pm\tfrac52)=3B_2-780B_4-6300B_6=58.41$ cm⁻¹
- $E(\pm\tfrac32)=-9B_2-180B_4+11340B_6=20.58$ cm⁻¹
- $E(\pm\tfrac12)=-15B_2+540B_4-6300B_6=-113.02$ cm⁻¹

The spread is $58.41+113.02=171.43$ cm⁻¹, or 21.25 meV.

## Variation 2: finite spin–orbit coupling

*Drop the assumption of no $J$ mixing and take the model value $\zeta=1000$ cm⁻¹ for both configurations. How do the levels move?*

The axial field conserves $M$. For one electron and $|M|\le\tfrac52$ the Hamiltonian is a $2\times2$ block on $j=\tfrac52,\tfrac72$, with diagonal gap $\Delta_M$, equal to $7\zeta/2$ plus the difference of the first-order field energies, and off-diagonal element $W_M$, to which $f_6$ contributes. Its eigenvalues lie $\pm\tfrac12\sqrt{\Delta_M^2+4|W_M|^2}$ from the mean of the diagonal, so the lower level moves by

$$\delta_M=-\tfrac12\left(\sqrt{\Delta_M^2+4|W_M|^2}-\Delta_M\right)\le0$$

and the upper by $-\delta_M$. To leading order in $V/\zeta$, $\delta_M=-2|W_M|^2/(7\zeta)$. The program tests the sign and the $1/\zeta$ law: the largest shift falls by a factor 9.99 between $\zeta=10^4$ and $10^5$ cm⁻¹.

The printed shifts for Ce³⁺ are $-0.03$, $-0.20$, $-2.90$ cm⁻¹ for $|M|=\tfrac52,\tfrac32,\tfrac12$, and those of Yb³⁺ are the same numbers. In this model the equality is exact. The one-electron Hamiltonian is traceless, so removing an eigenorbital of energy $\varepsilon$ from the closed shell leaves the energy $-\varepsilon$. The Yb³⁺ level that grows out of $J=\tfrac72$ is minus the upper eigenvalue of the block, and its shift is $-(-\delta_M)=\delta_M$ for equal $\zeta$ and $V$. The doublet $|M|=\tfrac72$ has no partner in $J=\tfrac52$ and stays at 34.03 cm⁻¹.

The $|M|=\tfrac12$ doublet is the top level of Ce³⁺ and the bottom level of Yb³⁺. The Ce³⁺ spread therefore shrinks to $80.91+45.91=126.82$ cm⁻¹ (15.72 meV) and the Yb³⁺ spread grows to $58.38+115.92=174.30$ cm⁻¹ (21.61 meV). Relative to these full spreads, the first-order values are off by about 2%. This figure and the equal shifts belong to the common model $\zeta$. The real ions have roughly $\zeta\approx640$ cm⁻¹ (Ce³⁺) and $2900$ cm⁻¹ (Yb³⁺), so by the $1/\zeta$ law the same field mixes $J$ more strongly in Ce³⁺ (about 3%) and much less in Yb³⁺ (below 1%).

## Computed values

```
dimensionless quantities, l = 3, s = 1/2
normalisation of (1-u^2)^3: 35/32
k=2: <33|P_k|33> -1/3; (3k3;-303) sqrt(105)/42 = 0.243975
k=2: (3k3;000) 2*sqrt(105)/105 = 0.19518; <3||C||3> -2*sqrt(105)/15 = -1.36626
k=4: <33|P_k|33> 1/11; (3k3;-303) sqrt(154)/154 = 0.0805823
k=4: (3k3;000) -sqrt(154)/77 = -0.161165; <3||C||3> sqrt(154)/11 = 1.12815
k=6: <33|P_k|33> -5/429; (3k3;-303) sqrt(3003)/6006 = 0.00912415
k=6: (3k3;000) 10*sqrt(3003)/3003 = 0.182483; <3||C||3> -10*sqrt(3003)/429 = -1.27738
j=5/2 k=2: 6j 1/7 = 0.142857; <j||C||j> -4*sqrt(105)/35 = -1.17108
j=5/2 k=2: prefactor sqrt(105)/210 = 0.048795; one-electron theta -2/35
j=5/2 k=4: 6j sqrt(22)/42 = 0.111677; <j||C||j> 2*sqrt(7)/7 = 0.755929
j=5/2 k=4: prefactor sqrt(7)/315 = 0.00839921; one-electron theta 2/315
j=5/2 k=6: 6j 0 = 0; <j||C||j> 0 = 0
j=7/2 k=2: 6j -5*sqrt(2)/56 = -0.126269; <j||C||j> -2*sqrt(210)/21 = -1.38013
j=7/2 k=2: prefactor sqrt(210)/630 = 0.0230022; one-electron theta -2/63
j=7/2 k=4: 6j -3/28 = -0.107143; <j||C||j> 6*sqrt(154)/77 = 0.966988
j=7/2 k=4: prefactor sqrt(154)/6930 = 0.00179072; one-electron theta 2/1155
j=7/2 k=6: 6j -sqrt(14)/56 = -0.0668153; <j||C||j> -10*sqrt(858)/429 = -0.682789
j=7/2 k=6: prefactor sqrt(858)/135135 = 0.000216758; one-electron theta -4/27027
4f1 J=5/2: spin-orbit energy -2.0000 zeta
4f1 J=7/2: spin-orbit energy +1.5000 zeta
4f13 J=7/2: spin-orbit energy -1.5000 zeta
4f13 J=5/2: spin-orbit energy +2.0000 zeta
model A_k<r^k> (k=2,4,6): [100.0, 50.0, 20.0] cm^-1; zeta 1000 cm^-1
1 cm^-1 = 0.123984 meV
Ce3+ k=2: theta -2/35 = -0.0571429 (determinants -0.0571429)
Ce3+ k=2: B -5.71429 cm^-1; O(M=J..1/2) [10, -2, -8]
Ce3+ k=4: theta 2/315 = 0.00634921 (determinants 0.00634921)
Ce3+ k=4: B 0.31746 cm^-1; O(M=J..1/2) [60, -180, 120]
Ce3+ k=6: O(M=J..1/2) [0, 0, 0]; theta undetermined, set to 0
Ce3+ |M|=5/2: Stevens -38.095, full -38.124, shift -0.028 cm^-1
Ce3+ |M|=3/2: Stevens -45.714, full -45.913, shift -0.199 cm^-1
Ce3+ |M|=1/2: Stevens 83.810, full 80.911, shift -2.899 cm^-1
Ce3+ spread Stevens 129.524 cm^-1 = 16.059 meV
Ce3+ spread full 126.824 cm^-1 = 15.724 meV
Ce3+ largest shift ratio, zeta 1e4 vs 1e5 cm^-1: 9.992
Yb3+ k=2: theta 2/63 = 0.031746 (determinants 0.031746)
Yb3+ k=2: B 3.1746 cm^-1; O(M=J..1/2) [21, 3, -9, -15]
Yb3+ k=4: theta -2/1155 = -0.0017316 (determinants -0.0017316)
Yb3+ k=4: B -0.0865801 cm^-1; O(M=J..1/2) [420, -780, -180, 540]
Yb3+ k=6: theta 4/27027 = 0.000148 (determinants 0.000148)
Yb3+ k=6: B 0.00296 cm^-1; O(M=J..1/2) [1260, -6300, 11340, -6300]
Yb3+ |M|=7/2: Stevens 34.033, full 34.033, shift -0.000 cm^-1
Yb3+ |M|=5/2: Stevens 58.408, full 58.380, shift -0.028 cm^-1
Yb3+ |M|=3/2: Stevens 20.579, full 20.380, shift -0.199 cm^-1
Yb3+ |M|=1/2: Stevens -113.020, full -115.919, shift -2.899 cm^-1
Yb3+ spread Stevens 171.429 cm^-1 = 21.254 meV
Yb3+ spread full 174.299 cm^-1 = 21.610 meV
Yb3+ largest shift ratio, zeta 1e4 vs 1e5 cm^-1: 9.992
```
